Newns-Anderson Width and Ion Survival in Resonant Neutralization near a Metal, part 2

**The problem.** A slow positive ion near a metal wall can capture an electron by tunnelling if its empty valence level lies opposite filled metal states. Wanted is the probability that a moving ion escapes capture.

The metal fills s < 0, where s is the electron coordinate along the surface normal. Its potential is −V0 inside and zero outside, and Q² = 2V0. The ion core, at s = z > 0, binds one s orbital with energy ε_a = −κ²/2. The model has no image potential. Atomic units are used (ħ = mₑ = e = 1), ħ is restored in the main results, and energies are measured from the vacuum level.

For one spin direction

H = ε_a n_a + Σ_k ε_k n_k + Σ_k (V_k c_a†c_k + V_k* c_k†c_a),

where a labels the ion orbital, k the metal states, and V_k is the hopping. The full width is

Γ(ε) = 2π Σ_k |V_k|² δ(ε − ε_k),

and at the level energy

Γ(z) = ∫_κ^Q w(q) exp(−2qz) dq,

w(q) = (4κ/Q²) q √(Q² − q²).

Each q belongs to one magnitude K of parallel momentum, with q² = κ² + K²; in that channel the hopping varies as exp(−qz). The local decay constant a = −d ln Γ/dz falls as z grows.

In part (c), a metal state varies as sin(ks + δ) inside and exp(−ps) outside, with k² + p² = Q² (p = q at the level energy), and the hopping is proportional to

I = ∫₋∞⁰ sin(ks + δ) exp(qs) ds.

The numerical output also compares Γ(z) with its large-z "far form" κ²k₀ exp(−2κz)/(V0 z), where k₀² = Q² − κ², and with the "pole width" from the complex energy of the decaying state.

In the example V0 = 12 eV, the level is at −6 eV, and at z0 = 3 bohr the width is 0.00295 hartree = 0.080 eV with a = 1.51 bohr⁻¹.

**(f) The ion follows a given path z(t). What becomes of an amplitude that starts on its level?**

**Solution.** The ion moves classically along the normal. Its speed is far below the electron speeds in the metal, so the momentum an electron gains by joining the moving ion is neglected. The one-electron amplitudes obey

i dc_a/dt = ε_a(t) c_a + Σ_k V_k(t) c_k,

i dc_k/dt = ε_k c_k + V_k(t) c_a.

The phases of the metal states have been chosen to make V_k real. With c_a = 1 and c_k = 0 at the start time t₀, the second equation integrates to

c_k(t) = −i ∫_{t₀}^t V_k(t′) exp[−iε_k(t − t′)] c_a(t′) dt′.

Inserted in the first, this gives

dc_a/dt = −iε_a c_a − ∫_{t₀}^t M(t,t′) c_a(t′) dt′,

M(t,t′) = Σ_k V_k(t)V_k(t′) exp[−iε_k(t − t′)].

Now comes the main assumption: within each channel the hopping is independent of energy over a band that extends an energy W to either side of its centre. Energies are counted from this centre. The step model does not meet this assumption channel by channel: the band of channel q begins only k²/2 below the level, and this distance vanishes as q approaches Q, where w(q) also vanishes. By the definition of Γ, the sum of V_k(t)V_k(t′) per unit energy is w(q)exp{−q[z(t) + z(t′)]}/(2π) in channel q. With τ = t − t′, the energy integral is

∫₋W^W exp(−iετ) dε = 2 sin(Wτ)/τ.

For large W this is sharply peaked at τ = 0. For any function g(τ) that is smooth on the time scale 1/W,

∫₀^∞ [2 sin(Wτ)/τ] g(τ) dτ → π g(0),

because the integral of sin x/x from 0 to ∞ is π/2. The memory integral covers one side of the peak and so yields half its area. At τ = 0 the two distances coincide in every channel, and

∫ M c_a dt′ → ∫ dq [w(q)/2π] π exp[−2qz(t)] c_a(t) = ½Γ(z(t)) c_a(t).

The different decay constants of the channels do not spoil the locality in time. The equation is now dc_a/dt = −[iε_a + Γ/2]c_a. Writing U_aa for the amplitude to begin and end on the ion level,

U_aa = exp[−i∫ε_a dt − ½∫Γ dt],

|U_aa|² = exp[−(1/ħ)∫Γ(z(t)) dt].

A moving level changes the phase alone, provided Γ(z) is given and the level stays well inside the flat band.

Flatness must hold over two energies: Γ, and the spread ħav that the motion imposes, because the hopping changes in a time of order 1/(av). A rough measure of the energy dependence is the change of ln Γ with the level energy, which in the example is 10.4 hartree⁻¹ at z0. This figure is dominated by the change of the orbital with its binding energy, and it overstates the energy dependence of the hopping. For a fixed orbital the integral of part (c) off the energy shell is I = sin δ (q + p)/(q² + k²), and the resulting Γ(ε) has a logarithmic slope of only about −1.8 hartree⁻¹ at z0. For an ion of mass 40 u with 10 eV of normal energy, v = 0.00318 atomic units and

ħav = 1.51 × 0.00318 ≈ 0.0048 hartree = 0.13 eV.

The products of the larger slope with Γ and with ħav are 0.03 and 0.05; with the fixed-orbital slope they are 0.005 and 0.008 in magnitude. The second grows in proportion to v, by a factor √10 at 100 eV, so the assumption weakens for fast ions.

The step from memory to local decay was tested by propagating the amplitude in a discretized band 12 eV wide with several channels. For an ion leaving z0, the exponential law gives 0.537 at 10 eV and 0.822 at 100 eV; the propagation gives 0.539 and 0.825. Letting the level rise by 1 eV towards the surface leaves the 10 eV value at 0.539. The hopping in this test was itself flat in energy, so the test bears on the locality in time and not on the flatness of a real metal.

**(g) The metal contains many electrons. When is |U_aa|² the probability that the level is still empty?**

**Solution.** Let U_ak be the amplitude to begin in metal state k and end on the ion. For a quadratic Hamiltonian the operators evolve like one-electron amplitudes:

c_a(t) = U_aa c_a(t₀) + Σ_k U_ak c_k(t₀).

Initially the level is empty and the metal states have occupations f_k, with no correlations between different states. Then

n_a(t) = Σ_k f_k |U_ak|².

Conservation of probability gives |U_aa|² + Σ_k |U_ak|² = 1. Subtracting n_a from 1,

1 − n_a = |U_aa|² + Σ_k (1 − f_k)|U_ak|².

The first term is the exponential. The second comes from empty metal states: a captured electron can escape into them again. If all states that communicate with the level are filled, the second term vanishes and the level remains empty with probability

P₁ = exp[−(1/ħ)∫Γ dt].

The filled metal also explains why the decay of an electron amplitude describes the survival of an empty level. Both measure how completely the ion level has been exchanged with the metal.

The opposite case is a level at the Fermi energy, in the middle of a symmetric flat band. Count energies from the level. Take the complex conjugate of the equations in part (f), reverse the sign of every c_k* and assign it to the metal state of energy −ε_k. The equations keep their form. Hence |U_ak|² is the same for energies ε and −ε. With the upper half empty,

Σ_k (1 − f_k)|U_ak|² = (1 − |U_aa|²)/2.

The empty fraction is now (1 + |U_aa|²)/2. It cannot fall below one half, however slow the ion, and the exponential survival law fails.

For the 10 eV ion, a work function of 4 eV puts the Fermi level 2 eV above the ion level. In the flat band of part (f) the second term is then 0.002, small beside 0.539. With the Fermi level at the ion level it is 0.231, and the empty fraction rises from 0.539 to 0.769. The law thus needs a level below the Fermi energy by much more than Γ, ħav and the thermal energy.

This condition limits the example. An electron on the ion is attracted by its own image, which lowers its energy by 1/(4z) in atomic units, but it is repelled by the image of the ion core, which raises its energy by 1/(2z). The level therefore rises by about 1/(4z) as the ion approaches. At 3 bohr that is 0.083 hartree, or 2.3 eV, more than the 2 eV available. The value −6 eV must therefore be read as the level energy in the region where capture takes place. An ion whose level lay at −6 eV far from the metal would cross the Fermi energy near z0, and its fate would not follow the law. A level at −6 eV at z0 corresponds to about −8.3 eV far away. Alkali ions, with levels no deeper than 5.4 eV, lie above a Fermi level at −4 eV at this distance, and the law does not describe them there.

**(h) The valence level can take an electron of either spin. How does this change the survival of the ion?**

**Solution.** Consider a closed-shell ion with an empty s level. It survives if neither spin state has been filled. Two limits of the repulsion between electrons on the level can be solved.

Without repulsion the spins are independent, and the probability that both states are empty is the product

P = P₁ × P₁ = exp[−(2/ħ)∫Γ dt].

With infinite repulsion the level holds at most one electron. Let |0⟩ be the empty ion with a filled band. Hopping takes |0⟩ to states |kσ⟩, in which the electron of spin σ has moved from k to the ion and left a hole. From |kσ⟩ no second electron can enter the ion. The captured electron can return to an empty band state of its own spin, and the one such state is the hole it left. So |0⟩ and the states |kσ⟩ form a closed set. Relative to |0⟩, the state |kσ⟩ has energy ε_a − ε_k. With signs absorbed in the definition of the states,

i dC₀/dt = Σ_kσ V_k C_kσ,

i dC_kσ/dt = (ε_a − ε_k) C_kσ + V_k C₀.

These are the equations of part (f) with the band energies reversed and the continuum present twice. For a flat band the reversal has no effect on the decay, and the doubling replaces Γ by 2Γ:

|C₀|² = exp[−(2/ħ)∫Γ dt].

Both limits give the same survival. We write

P = exp[−(g/ħ)∫Γ dt],

with g = 2. Intermediate repulsion has not been treated here. For the energies to be used consistently, ε_a is the energy of the first electron added to the ion.

The reduction to a closed set was tested in the complete many-electron space of a small model with two band levels, where it agrees to rounding error. In the discretized band, the 10 eV ion survives with probability 0.290 both without repulsion and with infinite repulsion, and the exponential law gives 0.289.

**(i) The ion travels at constant normal speed between z0 and infinity. How does its survival depend on that speed?**

**Solution.** On a straight path dt = dz/v, so the time integral becomes a distance integral:

∫Γ dt = S(z0)/v,

S(z0) = ∫_{z0}^∞ Γ(z) dz.

The integral of exp(−2qz) from z0 to infinity is exp(−2qz0)/(2q). Inserting Γ and cancelling q,

S(z0) = (2κ/Q²) ∫_κ^Q √(Q² − q²) exp(−2qz0) dq.

The survival probability is therefore

P = exp(−v_c/v),

v_c = g S(z0)/ħ.

It is exponential in the inverse speed, because a slower ion spends more time within reach of the metal. This form does not require Γ to be exponential in z; any width that depends on distance alone, with a finite integral, gives it. An exponential width enters as an approximation to S. If Γ(z) is replaced by Γ(z0)exp[−a(z − z0)], with a taken at z0, then S ≈ Γ(z0)/a. Because a falls with distance, this is a lower estimate.

The same expression holds for an ion coming in from far away and observed at z0, because the integral does not depend on the direction of travel. If the ion is reflected abruptly at z0, keeping a constant speed on each leg, the exponents of the two legs add:

P = exp[−(g S(z0)/ħ)(1/v_in + 1/v_out)].

With normal energy E = Mv²/2 for ion mass M, the one-way law reads P = exp[−√(E_c/E)], where E_c = Mv_c²/2. As v → 0 the formula tends to zero, and as v → ∞ to one. Neither end should be pressed. The image force speeds up a slow ion on its way in and slows it on its way out, so its speed is not constant. The image energy at 3 bohr is 2.3 eV; if the energies in part (j) are those far from the wall, it raises the one-way survival from 0.17 to 0.22 at 5 eV and from 0.29 to 0.32 at 10 eV. For fast ions the spread ħav reaches beyond the flat, filled part of the band.

The distance of closest approach matters more than the details of the path far out. From the definition of S,

d ln v_c/dz0 = −Γ(z0)/S(z0).

**(j) For the model ion of mass 40 u, find v_c, and the survival at several energies.**

**Solution.** The integral gives S(z0) = 0.00197 hartree bohr. The local exponential estimate is

Γ/a = 0.002948/1.5055 ≈ 0.00196 hartree bohr,

lower by less than one per cent, as the fall of a with distance requires. With g = 2,

v_c = 2 × 0.00197 ≈ 0.0039 atomic units = 8.6 × 10³ m/s.

A normal energy of 10 eV corresponds to v = 6946 m/s, so

P = exp(−8631/6946) = exp(−1.243) ≈ 0.29.

The one-way survival at other normal energies follows in the same way:

- 5 eV: P = 0.17
- 50 eV: P = 0.57
- 100 eV: P = 0.68

The characteristic energy is E_c = 10 eV × (8631/6946)² ≈ 15 eV. At this energy the ion survives one passage with probability 1/e.

Now let an ion arrive with a normal energy of 100 eV and leave with 50 eV, the rest having gone to the wall. The speeds are 21964 and 15531 m/s, and the exponent is

8631 × (1/21964 + 1/15531) = 0.393 + 0.556 = 0.949.

The ion survives both legs with probability exp(−0.949) ≈ 0.39. The slower outward leg contributes the larger part. This value assumes an abrupt reflection. At a real turning point the normal speed falls to zero just where Γ is largest: if on each leg v² is reduced by the factor 1 − exp[−(z − z0)/d] with d = 0.3 bohr, the exponent grows by a factor 1.5 and the survival drops to about 0.24. For one spin the law gives 0.622 on this path, and propagation in the discretized band also gives 0.622.

These probabilities are sensitive to z0. Here Γ/S = 0.002948/0.001973 ≈ 1.5 bohr⁻¹, so bringing the point of closest approach nearer by 0.1 bohr raises v_c by a factor of about exp(0.15), or 16 per cent. A prediction for a real ion would need a reliable turning point and the speed near it, the actual barrier with its image potential, and the level energy along the path. The barrier alone is a large effect: replacing the step by an image tail −1/(4s) raises the density of metal states at z0 and at the level energy about tenfold. The remaining digits are in the numerical output below.

Values computed for the example and the checks

```
metal well depth: 12.0 eV
work function: 4.0 eV
ion level below vacuum: 6.0 eV
closest distance z0: 3.0 bohr = 1.588 angstrom
ion mass: 40.0 u
V0: 0.44099 hartree
kappa: 0.66407 1/bohr
Q: 0.93914 1/bohr
k at zero parallel momentum: 0.66407 1/bohr
largest relative hopping error: 2.3e-11
width at z0: 0.002948 hartree = 0.0802 eV
pole width at z0: 0.002924 hartree
pole/derived width at z0: 0.99203
width at 6 bohr: 3.4614e-05 hartree
pole/derived width at 6 bohr: 0.999915
derived/far-form width at z0: 0.7159
derived/far-form width at 40 bohr: 0.9985
local decay constant a at z0: 1.5055 1/bohr
2 kappa: 1.3281 1/bohr
S(z0): 0.001973 hartree bohr
local exponential estimate of S: 0.001958 hartree bohr
characteristic speed v_c (g=2): 0.003945 a.u. = 8631.0 m/s
normal energy 5 eV: speed 4911 m/s, one-way P 0.1725
normal energy 10 eV: speed 6946 m/s, one-way P 0.2886
normal energy 50 eV: speed 15531 m/s, one-way P 0.5737
normal energy 100 eV: speed 21964 m/s, one-way P 0.6751
speed at 10 eV: 0.003175 a.u.
hbar a v at 10 eV: 0.1301 eV
d ln(width)/d(level energy) at z0: 10.354 1/hartree
slope times width: 0.0305
slope times hbar a v at 10 eV: 0.0495
one spin, 10 eV, law: 0.5372
one spin, 10 eV, propagated: 0.5388
one spin, 100 eV, law: 0.8216
one spin, 100 eV, propagated: 0.8248
level rise at z0 in moving-level run: 1.0 eV
one spin, 10 eV, moving level: 0.5389
two spins, 10 eV, no repulsion: 0.2903
two spins, 10 eV, infinite repulsion: 0.2896
largest Fock-space spin error: 1.0e-16
reflected 100 to 50 eV, one spin, law: 0.6223
reflected 100 to 50 eV, one spin, propagated: 0.6217
reflected 100 to 50 eV, P with g=2: 0.3872
empty-state term, Fermi level 2 eV above: 0.00228
empty-state term, Fermi level at ion level: 0.2306
one-spin empty fraction in that case: 0.7694
```
